# Oxygen Coverage Transitions and the Free Energy of a Metal Surface: verification in Python

```python
"""
Result under test: the free energy of an oxygen-covered metal surface is
    gamma = gamma_clean + min over phases of (eps - theta*dmu)/A
with theta = O atoms per site, eps = theta * (mean adsorption energy per O),
dmu = oxygen chemical potential relative to half an O2 molecule at 0 K,
A = area per site.  Stable phases are vertices of the lower convex hull of
eps(theta); phases i, j exchange stability at
    dmu_ij = (eps_j - eps_i)/(theta_j - theta_i).
Adsorption energies come from a triangular lattice-gas model: site energy
E_SITE and pair energies V1, V2, V3 (first, second, third neighbours).
Energies in eV, lengths in nm, temperatures in K, pressures in Pa internally.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

EV = const.e
KB = const.k / EV
TORR = const.torr

# Round model parameters, in the rough regime of O on close-packed Ru
E_SITE, V1, V2, V3 = -2.70, 0.20, 0.05, -0.02
LATTICE = 0.27            # nm, rough
GAMMA_CLEAN = 3.0         # J/m^2, rough
OXIDE_LIMIT = -1.6        # eV per O, rough
BOND, QUANTUM = 0.121, 0.196   # O2 bond length (nm), vibration (eV), rough
ADS_QUANTUM = 0.06        # eV, each of three modes of adsorbed O, rough
T_ANNEAL, P_ANNEAL = 700.0, 1e-6 * TORR
AREA = np.sqrt(3) / 2 * LATTICE**2
MASS = 32 * const.atomic_mass
ROT_B = const.hbar**2 / (2 * (MASS / 4) * (BOND * 1e-9)**2) / EV


def oxygen_dmu(T, p):
    """Chemical potential per O atom of ideal O2 gas, from closed formulas."""
    kT = KB * T
    wavelength = const.h / np.sqrt(2 * np.pi * MASS * const.k * T)
    q = const.k * T / p / wavelength**3
    q *= 3 * kT / (2 * ROT_B) / (1 - np.exp(-QUANTUM / kT))
    return -0.5 * kT * np.log(q)


def oxygen_dmu_from_levels(T, p, box=1e-6):
    """Same quantity from explicit level sums and F(N+1) - F(N)."""
    kT = KB * T
    n = np.arange(1, 1_000_001, dtype=float)
    e_box = const.h**2 * n**2 / (8 * MASS * box**2) / EV
    ln_q = 3 * np.log(np.exp(-e_box / kT).sum())
    J = np.arange(1, 400, 2)      # 16O nuclei are bosons: odd levels only
    ln_q += np.log(3 * ((2*J + 1) * np.exp(-ROT_B * J*(J + 1) / kT)).sum())
    ln_q += np.log(np.exp(-np.arange(300) * QUANTUM / kT).sum())
    N = p * box**3 / (const.k * T)
    return 0.5 * kT * (gammaln(N + 2) - gammaln(N + 1) - ln_q)


for T_test in (500.0, 1000.0):
    for p_test in (const.atm, 0.01 * const.atm):
        # tolerance: classical rotation errs by about B/6 per O atom
        assert abs(oxygen_dmu(T_test, p_test)
                   - oxygen_dmu_from_levels(T_test, p_test)) < 1e-4

# ---- candidate phases: coverage and pair numbers per site ----
F = Fraction
PHASES = {
    "clean": (F(0), 0, 0, 0),
    "p(2x2)-O": (F(1, 4), 0, 0, 0.75),
    "r3xr3-O": (F(1, 3), 0, 1, 0),
    "p(2x1)-O": (F(1, 2), 0.5, 0.5, 1.5),
    "r3xr3-2O": (F(2, 3), 1, 2, 1),
    "(2x2)-3O": (F(3, 4), 1.5, 1.5, 2.25),
    "(1x1)-O": (F(1), 3, 3, 3),
}
theta = {k: float(v[0]) for k, v in PHASES.items()}
eps = {k: theta[k] * E_SITE + V1*v[1] + V2*v[2] + V3*v[3]
       for k, v in PHASES.items()}


def hull_walk():
    """Stable phases and transition potentials, by smallest next slope."""
    stable, limits = ["clean"], []
    while theta[stable[-1]] < 1:
        i = stable[-1]
        slopes = {j: (eps[j] - eps[i]) / (theta[j] - theta[i])
                  for j in PHASES if theta[j] > theta[i]}
        j = min(slopes, key=slopes.get)
        stable.append(j)
        limits.append(slopes[j])
    return stable, limits


stable, limits = hull_walk()

# ---- explicit enumeration of periodic occupations ----
BONDS = [(V1, (1, 0)), (V1, (0, 1)), (V1, (-1, 1)),
         (V2, (1, 1)), (V2, (-2, 1)), (V2, (-1, 2)),
         (V3, (2, 0)), (V3, (0, 2)), (V3, (-2, 2))]


def enumerate_cell(a, b, c):
    """All occupations of the cell with periods (a,0) and (b,c)."""
    n_sites = a * c
    codes = np.arange(2**n_sites)
    occ = ((codes[:, None] >> np.arange(n_sites)) & 1).astype(bool)
    number = occ.sum(axis=1)
    pair = np.zeros(len(codes))
    for strength, (dx, dy) in BONDS:
        partner = []
        for site in range(n_sites):
            x, y = site % a + dx, site // a + dy
            wraps = y // c
            partner.append((x - wraps * b) % a + a * (y - wraps * c))
        pair += strength * (occ & occ[:, partner]).sum(axis=1)
    return number, pair


# pair numbers of each candidate phase, against its explicit cell
for name, cell, count in [("p(2x2)-O", (2, 0, 2), 1),
                          ("p(2x1)-O", (2, 0, 2), 2),
                          ("(2x2)-3O", (2, 0, 2), 3),
                          ("r3xr3-O", (3, 1, 1), 1),
                          ("r3xr3-2O", (3, 1, 1), 2),
                          ("(1x1)-O", (1, 0, 1), 1)]:
    number, pair = enumerate_cell(*cell)
    direct = pair[number == count].min() / (cell[0] * cell[2])
    assert abs(direct + theta[name] * E_SITE - eps[name]) < 1e-12

best = {}
MAX_CELL = 12
n_cells = 0
for n_sites in range(1, MAX_CELL + 1):
    for a in range(1, n_sites + 1):
        if n_sites % a:
            continue
        for b in range(a):
            n_cells += 1
            number, pair = enumerate_cell(a, b, n_sites // a)
            for count in range(n_sites + 1):
                cov = F(count, n_sites)
                e = pair[number == count].min() / n_sites
                e += float(cov) * E_SITE
                best[cov] = min(e, best.get(cov, np.inf))

# direct minimization over all enumerated structures, both sides of each limit
for k, limit in enumerate(limits):
    for offset, expected in ((-0.002, stable[k]), (0.002, stable[k + 1])):
        winner = min(best, key=lambda c: best[c] - float(c)*(limit + offset))
        assert winner == PHASES[expected][0]
        assert abs(best[winner] - eps[expected]) < 1e-10


# ---- lattice gas at finite temperature on an endless strip ----
def strip_energies(width):
    """Energy of adding row c after rows a, b; array order [b, a, c]."""
    rows = ((np.arange(2**width)[:, None] >> np.arange(width)) & 1) * 1.0

    def pairs(dx):
        return rows @ np.roll(rows, -dx, axis=1).T
    inside = V1 * np.diag(pairs(1)) + V3 * np.diag(pairs(2))
    adjacent = V1 * (pairs(0) + pairs(-1)) + V2 * (pairs(1) + pairs(-2))
    second = V2 * pairs(-1) + V3 * (pairs(0) + pairs(-2))
    energy = inside + adjacent[:, None, :] + second[None, :, :]
    return energy, rows.sum(axis=1)


STRIPS = {w: strip_energies(w) for w in (4, 6)}


def log_eigenvalue(width, dmu, T):
    energy, number = STRIPS[width]
    log_w = ((dmu - E_SITE) * number - energy) / (KB * T)
    top = log_w.max()
    weights = np.exp(log_w - top)
    size = len(number)
    v = np.full((size, size), 1.0 / size**2)
    old = 0.0
    for step in range(1500):
        new = np.matmul(v[:, None, :], weights)[:, 0, :].T
        lam = new.sum()
        v = 0.5 * (v + new / lam)   # averaging damps alternating rows
        v /= v.sum()
        if step > 400 and abs(lam - old) < 1e-12 * lam:
            break
        old = lam
    return np.log(lam) + top


def strip_coverage(width, dmu, T, d=1e-3):
    up, down = (log_eigenvalue(width, dmu + s, T) for s in (d, -d))
    return KB * T * (up - down) / (2 * d * width)


# transfer weights against the explicit sum over a 4x4 torus
number16, pair16 = enumerate_cell(4, 0, 4)
kT_test, field = KB * 900.0, 0.3


def torus_log_z(h):
    return np.log(np.exp((h * number16 - pair16) / kT_test).sum())


energy4, number4 = STRIPS[4]
w4 = np.exp((field * number4 - energy4) / kT_test)
dense = np.zeros((16, 16, 16, 16))
for b in range(16):
    dense[:, b, b, :] = w4[b]
dense = dense.reshape(256, 256)
trace_log = np.log(np.trace(np.linalg.matrix_power(dense, 4)))
assert abs(trace_log - torus_log_z(field)) < 1e-9

# Gibbs adsorption: slope of the free energy against the direct mean coverage
boltz = np.exp((field * number16 - pair16) / kT_test)
mean_cov = (boltz * number16).sum() / boltz.sum() / 16
slope = -kT_test * (torus_log_z(field + 1e-4)
                    - torus_log_z(field - 1e-4)) / 2e-4 / 16
assert abs(slope + mean_cov) < 1e-5

# low-temperature coverage steps must sit at the predicted potentials
T_COLD = 250.0
for k, limit in enumerate(limits):
    below = strip_coverage(4, limit - 0.08, T_COLD)
    above = strip_coverage(4, limit + 0.08, T_COLD)
    assert abs(below - theta[stable[k]]) < 0.02
    assert abs(above - theta[stable[k + 1]]) < 0.02

# ---- worked example ----
kT = KB * T_ANNEAL
dmu_anneal = oxygen_dmu(T_ANNEAL, P_ANNEAL)
dmu_atm = oxygen_dmu(T_ANNEAL, const.atm)


def transition_pressure(limit):
    return const.atm * np.exp(2 * (limit - dmu_atm) / kT) / TORR


def transition_temperature(limit):
    return brentq(lambda T: oxygen_dmu(T, P_ANNEAL) - limit, 200, 2500)


to_si = EV * 1e18     # eV/nm^2 to J/m^2
print(f"site energy {E_SITE:.2f} eV; V1 {V1:.2f}, V2 {V2:.2f}, V3 {V3:.2f} eV")
print(f"lattice constant {LATTICE:.2f} nm; area per site {AREA:.4f} nm^2")
print(f"O2: bond {BOND:.3f} nm, quantum {QUANTUM:.3f} eV, "
      f"B {ROT_B*1e3:.4f} meV")
print(f"anneal: {T_ANNEAL:.0f} K, {P_ANNEAL/TORR:.1e} Torr, kT {kT:.5f} eV")
print(f"dmu at anneal T and 1 atm: {dmu_atm:.4f} eV")
print(f"dmu at anneal T and p: {dmu_anneal:.4f} eV")
print(f"clean surface energy {GAMMA_CLEAN:.2f} J/m^2 (rough)")
print("phase: coverage, mean E per O (eV), eps (eV/site), gamma (J/m^2)")
gamma = {}
for name in PHASES:
    gamma[name] = GAMMA_CLEAN + to_si * (
        eps[name] - theta[name] * dmu_anneal) / AREA
    mean = f"{eps[name]/theta[name]:.4f}" if theta[name] else "none"
    print(f"  {name}: {theta[name]:.4f}, {mean}, {eps[name]:.4f}, "
          f"{gamma[name]:.3f}")
print("lowest gamma at anneal:", min(gamma, key=gamma.get))
for name in PHASES:
    if name not in stable:
        hull = np.interp(theta[name], [theta[s] for s in stable],
                         [eps[s] for s in stable])
        print(f"{name} above hull: {(eps[name]-hull)*1e3:.1f} meV/site")
print(f"enumeration: {n_cells} cells of up to {MAX_CELL} sites")

print("transition: dmu (eV), p at anneal T (Torr), T at anneal p (K)")
T_limits = [transition_temperature(x) for x in limits]
for k, limit in enumerate(limits):
    print(f"  {stable[k]} to {stable[k+1]}: {limit:.3f}, "
          f"{transition_pressure(limit):.2e}, {T_limits[k]:.0f}")
print(f"oxide limit (rough): {OXIDE_LIMIT:.1f} eV, "
      f"{transition_pressure(OXIDE_LIMIT):.1e} Torr, "
      f"{transition_temperature(OXIDE_LIMIT):.0f} K")

print("with configurational entropy, at anneal p:")
print("  mid coverage: T width 4 (K), shift (K), coverage width 6 there")
for k, T0 in enumerate(T_limits):
    mid = 0.5 * (theta[stable[k]] + theta[stable[k + 1]])
    T_mid = brentq(lambda T: strip_coverage(4, oxygen_dmu(T, P_ANNEAL), T)
                   - mid, 0.7 * T0, 1.4 * T0, xtol=0.1)
    wide = strip_coverage(6, oxygen_dmu(T_mid, P_ANNEAL), T_mid)
    print(f"  {mid:.3f}: {T_mid:.0f}, {T_mid - T0:+.0f}, {wide:.3f}")
for width in (4, 6):
    cov = strip_coverage(width, dmu_anneal, T_ANNEAL)
    print(f"coverage at anneal, strip width {width}: {cov:.3f}")

thermal = 3 * kT * np.log(1 - np.exp(-ADS_QUANTUM / kT))
levels = np.exp(-np.arange(400) * ADS_QUANTUM / kT).sum()
assert abs(thermal + 3 * kT * np.log(levels)) < 1e-10
print(f"adsorbed O: three modes of {ADS_QUANTUM:.2f} eV (rough)")
print(f"their thermal free energy at anneal T: {thermal:.4f} eV per O")
print(f"  pressure factor from it: {np.exp(2*thermal/kT):.3f}")
error = 0.1
print(f"pressure factor for {error:.1f} eV energy error: "
      f"{np.exp(2*error/kT):.1f}")
print("checks complete")
```

It prints:

```
site energy -2.70 eV; V1 0.20, V2 0.05, V3 -0.02 eV
lattice constant 0.27 nm; area per site 0.0631 nm^2
O2: bond 0.121 nm, quantum 0.196 eV, B 0.1784 meV
anneal: 700 K, 1.0e-06 Torr, kT 0.06032 eV
dmu at anneal T and 1 atm: -0.7293 eV
dmu at anneal T and p: -1.3460 eV
clean surface energy 3.00 J/m^2 (rough)
phase: coverage, mean E per O (eV), eps (eV/site), gamma (J/m^2)
  clean: 0.0000, none, 0.0000, 3.000
  p(2x2)-O: 0.2500, -2.7600, -0.6900, 2.103
  r3xr3-O: 0.3333, -2.5500, -0.8500, 1.982
  p(2x1)-O: 0.5000, -2.5100, -1.2550, 1.523
  r3xr3-2O: 0.6667, -2.2800, -1.5200, 1.420
  (2x2)-3O: 0.7500, -2.2600, -1.6950, 1.260
  (1x1)-O: 1.0000, -2.0100, -2.0100, 1.315
lowest gamma at anneal: (2x2)-3O
r3xr3-O above hull: 28.3 meV/site
r3xr3-2O above hull: 28.3 meV/site
enumeration: 127 cells of up to 12 sites
transition: dmu (eV), p at anneal T (Torr), T at anneal p (K)
  clean to p(2x2)-O: -2.760, 4.36e-27, 1359
  p(2x2)-O to p(2x1)-O: -2.260, 6.91e-20, 1130
  p(2x1)-O to (2x2)-3O: -1.760, 1.09e-12, 897
  (2x2)-3O to (1x1)-O: -1.260, 1.73e-05, 659
oxide limit (rough): -1.6 eV, 2.2e-10 Torr, 821 K
with configurational entropy, at anneal p:
  mid coverage: T width 4 (K), shift (K), coverage width 6 there
  0.125: 1388, +29, 0.124
  0.375: 1135, +5, 0.374
  0.625: 895, -2, 0.626
  0.875: 660, +2, 0.883
coverage at anneal, strip width 4: 0.801
coverage at anneal, strip width 6: 0.804
adsorbed O: three modes of 0.06 eV (rough)
their thermal free energy at anneal T: -0.0836 eV per O
  pressure factor from it: 0.063
pressure factor for 0.1 eV energy error: 27.5
checks complete
```
